# Matching power-law and exponential dielectric lifetimes, then extrapolating to low field

## Question

I am stuck on an exercise about breakdown of a low-k interlayer dielectric. The lifetime at fixed temperature is modelled either by a power law, $t\propto E^{-25}$, or by an exponential, $t\propto e^{-\gamma E}$. I must match the two in value and slope at 5 MV/cm and then show that their predictions at 1 MV/cm differ by a factor of about $6\times10^{8}$.

I reasoned that two curves with the same value and slope can differ only from second order on. With $\delta=(5-1)/5=0.8$, I expanded the logarithm of the lifetime ratio and found $25\,\delta^2/2=8$, which gives $e^8\approx3000$. That is short by a factor of about $2\times10^5$. Did I match the wrong slope (that of $t$ instead of $\ln t$)? And if the laws agree so well where one measures, how does anyone decide between them?

## Answer

Your matching idea is right, and the choice of slope is harmless. The loss comes from cutting off the expansion at $\delta=0.8$, where it is not needed anyway, because the ratio has a closed form.

### The match

Let $t$ be the characteristic time to breakdown under a constant field $E$, at one fixed temperature. Write $E_0=5$ MV/cm for the matching field, $t_0$ for the lifetime there, and $n=25$. The two laws are

$$t_P(E)=t_0\left(\frac{E}{E_0}\right)^{-n},\qquad t_E(E)=t_0\,e^{-\gamma(E-E_0)} .$$

Both equal $t_0$ at $E=E_0$, so the values are matched. The slopes are

$$\frac{dt_P}{dE}=-\frac{n t_0}{E_0}\left(\frac{E}{E_0}\right)^{-n-1},\qquad \frac{dt_E}{dE}=-\gamma\,t_0\,e^{-\gamma(E-E_0)} .$$

At $E_0$ they become $-nt_0/E_0$ and $-\gamma t_0$. Setting them equal gives

$$\gamma=\frac{n}{E_0}=\frac{25}{5\ \text{MV/cm}}=5\ \text{cm/MV}.$$

Matching the slope of $\ln t$ gives the same $\gamma$, because $d\ln t/dE=(1/t)\,dt/dE$ and the two values of $t$ are already equal at $E_0$.

### The ratio

With $x=E/E_0$ we have $\gamma(E-E_0)=n(x-1)$. Hence

$$\frac{t_P}{t_0}=x^{-n}=e^{-n\ln x},\qquad \frac{t_E}{t_0}=e^{n(1-x)},$$

and dividing the first by the second,

$$\boxed{\frac{t_P}{t_E}=\exp\!\big[n\,(x-1-\ln x)\big]}$$

At 1 MV/cm, $x=0.2$. The power law lengthens the life by $5^{25}=2.98\times10^{17}$, the exponential by $e^{20}=4.85\times10^{8}$, and

$$\frac{t_P}{t_E}=\frac{2.98\times10^{17}}{4.85\times10^{8}}=6.1\times10^{8}.$$

In logarithms this is $25\,(0.2-1+1.6094)=20.24$. "Differ by" therefore means a ratio of lifetimes, with the power law giving the longer one. The ratio does not contain $t_0$.

### What the expansion left out

Put $x=1-\delta$. Since $-\ln(1-\delta)=\delta+\delta^2/2+\delta^3/3+\dots$ for $0\le\delta<1$, the linear term cancels and

$$\ln\frac{t_P}{t_E}=n\left(\frac{\delta^2}{2}+\frac{\delta^3}{3}+\frac{\delta^4}{4}+\dots\right).$$

At $\delta=0.8$ the first terms in the bracket are 0.320, 0.171, 0.102 and 0.066, and the whole sum is 0.809. Your quadratic term supplies 8 of the 20.24 in the exponent. The missing 12.24 is the factor $e^{12.24}\approx2\times10^5$ that you noticed. An error that looks moderate in a logarithm becomes enormous in a lifetime.

### Why the curves separate

Compare the local field accelerations:

$$-\frac{d\ln t_P}{dE}=\frac{n}{E},\qquad -\frac{d\ln t_E}{dE}=\frac{n}{E_0}.$$

They agree at 5 MV/cm. At 1 MV/cm the power law has 25 cm/MV, while the exponential still has 5 cm/MV. The gap is the accumulated difference on the way down:

$$\ln\frac{t_P}{t_E}=\int_E^{E_0}\left(\frac{n}{E'}-\frac{n}{E_0}\right)dE'
=n\ln\frac{E_0}{E}-n\left(1-\frac{E}{E_0}\right),$$

which is the boxed formula again.

The sign also holds above the match. The function $f(x)=x-1-\ln x$ has $f'(x)=1-1/x$, negative for $x<1$ and positive for $x>1$, so its minimum is $f(1)=0$. The exponential curve touches the power law from below at $E_0$ and lies under it at every other positive field.

As $E\to0$ the ratio tends to $e^{-n}x^{-n}$ and diverges: the power-law life grows without limit, whereas the exponential life stops at $t_0e^{n}$. This finite zero-field value matters below.

### Can a measurement tell them apart?

Suppose we want the field below $E_0$ at which the lifetimes differ by a factor $r$. Set the exponent equal to $\ln r$:

$$x-\ln x=1+\frac{\ln r}{n}.$$

Changing the sign and exponentiating gives $x e^{-x}=e^{-1-(\ln r)/n}$. Multiplying by $-1$ puts this in the form $We^W=\text{const}$ with $W=-x$. Because $x<1$ means $W>-1$, the principal branch $W_0$ of the Lambert function applies:

$$x=-W_0\!\left(-e^{-1-(\ln r)/n}\right).$$

Take $t_0=1000$ s. The laws differ by a factor of 2 at 3.91 MV/cm, where they predict 2.7 and 5.3 days. They differ by a factor of 10 at 3.15 MV/cm, where they predict about 120 and 1200 days. These gaps assume that $\gamma$ is known exactly from the slope at 5 MV/cm. In practice $\gamma$ is fitted to the data, and the fit absorbs most of the gap. An exponential fitted to five evenly spaced, error-free power-law points from 3.91 to 5 MV/cm misses them by at most 0.096 in $\ln t$, which errors of 10% in the measured lives would usually hide. From 3.15 to 5 MV/cm it misses by 0.35, which such errors would not hide, but the lowest point then takes months to years.

The laws also separate above the match. They differ by a factor of 2 again at 6.27 MV/cm, where they predict lives of only 1.7 and 3.5 s. An exponential refitted over 5 to 6.27 MV/cm again misses the power law by only 0.082 in $\ln t$, but over the wider range 3.91 to 6.27 MV/cm it misses by 0.36, so within the model a fast point there helps to tell the two formulas apart. It works close to immediate breakdown, however, where another mechanism may act, so it is weaker evidence for the life at low field.

A narrow stress window centred on the match is weak evidence too. Take five error-free power-law points, evenly spaced from 4.5 to 5.5 MV/cm, and fit a straight line to $\ln t$ against $E$. The largest misfit is 0.064 in $\ln t$, or about 6% in lifetime. Independent errors of 10% in the measured lives would largely hide it. Extrapolated to 1 MV/cm, the fitted line still falls short of the power law by a factor of $5.4\times10^8$.

This is slightly less than $6.1\times10^8$ for two reasons. The fitted slope is a symmetric average of $n/E$ over the window, which exceeds $n/E_0$ because $1/E$ is convex. The line also passes slightly above the true curve at the centre, because $\ln t_P$ is convex too. Both raise the extrapolated exponential life.

### Two more laws with the same match

The exponential and the power law are not the only candidates. If $\ln t=c-a\sqrt E$, the slope condition is $a/(2\sqrt{E_0})=n/E_0$, so $a=2n/\sqrt{E_0}$ and

$$\ln\frac{t}{t_0}=a(\sqrt{E_0}-\sqrt E)=2n(1-\sqrt x).$$

If instead $\ln t=c+b/E$, then $b/E_0^2=n/E_0$, so $b=nE_0$ and

$$\ln\frac{t}{t_0}=b\left(\frac1E-\frac1{E_0}\right)=n\left(\frac1x-1\right).$$

At 1 MV/cm these lengthen the life by $1.0\times10^{12}$ and $2.7\times10^{43}$. The $\sqrt E$ law lies between your two, and the $1/E$ law lies far above both. Among these four the exponential is the most pessimistic. That makes it the cautious choice within this set, but does not show that it is correct.

### What it means for a chip

Consider a low-k film between copper lines 20 nm apart. Then 5 MV/cm is 10 V and 1 MV/cm is 2 V. I take $t_0=1000$ s at a stress temperature of 150 °C and, for now, keep the same temperature at low field. At 1 MV/cm the lives of the test structure are

$$t_E=4.9\times10^{11}\ \text{s}\approx1.5\times10^4\ \text{years},\qquad
t_P=3.0\times10^{20}\ \text{s}\approx9\times10^{12}\ \text{years}.$$

Both look safe, but a chip has far more line length and may lose only a tiny fraction of parts. Let the test structure have the Weibull survival probability $\exp[-(t/\tau)^\beta]$, where $\tau$ is $t_P$ or $t_E$. If a chip consists of $N$ independent, equivalent structures and fails with the first of them, its survival probability is the product $\exp[-N(t/\tau)^\beta]$. Setting this to $1-F$, with $F$ the allowed failed fraction, gives

$$t_{\text{chip}}=\tau\left[\frac{-\ln(1-F)}{N}\right]^{1/\beta}.$$

For $N=1000$, $F=10^{-4}$ and $\beta=1.5$, taken as independent of field, the factor is $(10^{-7})^{2/3}\approx2.15\times10^{-5}$. The chip lives become 0.33 years for the exponential and $2\times10^8$ years for the power law. The scaling cancels in their ratio, yet it has moved a ten-year target in between them.

The highest field that allows ten years shows the same thing in a more useful form. The required lengthening is

$$\ln\frac{3.156\times10^8\ \text{s}}{(2.155\times10^{-5})(1000\ \text{s})}=23.41 .$$

For the exponential, $E=E_0-23.41/\gamma=0.32$ MV/cm, or 0.64 V. For the power law, $E=E_0e^{-23.41/25}=1.96$ MV/cm, or 3.9 V. For this chip and this target, the disagreement of eight to nine orders of magnitude in time at 1 MV/cm becomes a factor of about six in permitted voltage. With fewer structures or a shorter target, the factor is smaller.

### How firm is the factor?

**The exponent.** The logarithm of the ratio is proportional to $n$. With the match kept at 5 MV/cm, $n=20$ gives $1.1\times10^7$ and $n=30$ gives $3.5\times10^{10}$. The figure $6\times10^8$ belongs to $n=25$ and should not be carried over to another film.

**Temperature.** Suppose the chip runs at 105 °C, and the activation energy at 5 MV/cm is 0.5 eV. If it is independent of field in both laws, both lives grow by the same factor, 5.1, and the ratio stays put. In one form of the exponential law, however, the field lowers the barrier linearly:

$$\ln t=\text{const}+\frac{H-aE}{k_BT},\qquad \gamma=\frac{a}{k_BT}.$$

Here $H$ is the zero-field barrier. The activation energy is $H-aE$, which rises from 0.50 eV at 5 MV/cm to 1.23 eV at 1 MV/cm. Cooling from $T_s=423.15$ K to $T_u=378.15$ K then gives the exponential law an extra factor relative to a power law that keeps 0.5 eV:

$$\exp\!\left[a(E_0-E)\left(\frac1{k_BT_u}-\frac1{k_BT_s}\right)\right]
=\exp\!\left[\gamma(E_0-E)\left(\frac{T_s}{T_u}-1\right)\right].$$

The second form uses $a=\gamma k_BT_s$, with $\gamma$ the value at the stress temperature. The exponent is $20\times0.119=2.38$, so the factor is 10.8 and the ratio drops to $5.7\times10^7$. This takes $n$ as independent of temperature. If $n$ also varied as $1/T$, the whole logarithm of the ratio would be multiplied by $T_s/T_u$, and the ratio would instead rise to $6.8\times10^9$.

The field-dependent barrier changes the verdict on the chip. Its exponential-law life at 1 MV/cm is $0.331\times5.11\approx1.7$ years with a fixed activation energy, but about 18 years with the field-dependent one. The missed ten-year target at 150 °C is therefore not a verdict for 105 °C.

**Uneven spacing.** Let the local spacing vary with a standard deviation of 0.6 nm about 20 nm (a Gaussian cut at four deviations). The local field is $uE$, where $u$ is the nominal spacing divided by the local one. For weakest-link failure the quantities $t^{-\beta}$ of the many spots are averaged:

$$t_{\text{eff}}^{-\beta}=\big\langle t(uE)^{-\beta}\big\rangle .$$

For the power law the average only contributes the field-independent factor $\langle u^{n\beta}\rangle$, so its extrapolation is unchanged. For an exponential with local acceleration $\gamma'$, up to a constant,

$$-\ln t_{\text{eff}}=G(E)=\frac1\beta\ln\big\langle e^{\beta\gamma'uE}\big\rangle .$$

Its second derivative is $\beta\gamma'^2$ times a variance of $u$, so $G$ is convex. If $\gamma'$ is readjusted until the measured slope $G'(E_0)$ is again 5 cm/MV, convexity gives $G(E_0)-G(E)<G'(E_0)(E_0-E)=20$. The exponential life at low field is shorter than before and the ratio is larger. Numerically, $\gamma'=4.82$ cm/MV and the ratio is $8.2\times10^8$. The second digit depends on the cut: the ratio is $8.0\times10^8$ for a cut at three deviations and $8.3\times10^8$ for a cut at six or more.

**The ends of the field range.** The power law and the exponential predict a life of 1 s at 6.6 and 6.4 MV/cm. The matching field is thus below immediate breakdown in this model, though not far below. At the other end, the exponential gives the chip a life of 49 years at zero field and 150 °C. Electrical breakdown without a field makes no sense, so the law must fail somewhere on the way down. This does not tell us whether it has already failed at 1 MV/cm.

### Beside real interconnects

The values of $n$, $\gamma$, $t_0$ and $\beta$ are rough ones for low-k films, not data for a particular process. Two volts across 20 nm is a high operating condition: a core logic supply below 1 V gives less than 0.5 MV/cm, where the two laws are still further apart. Real lines depart from the model in temperature and spacing. In the cases worked out above, a field-dependent barrier with fixed $n$ lowers the ratio about elevenfold, and a spacing deviation of 0.6 nm raises it by about a third. A temperature-dependent $n$ or a larger deviation would change these figures. A deeper assumption, which I cannot size, is that one mechanism acts from 5 down to 1 MV/cm. If, for example, copper drift or a damaged interface takes over at low field, neither extrapolation need hold.

So the match cannot choose the law for you. It fixes one number, $\gamma=n/E_0$, and says nothing about the true curvature of $\ln t$, which is zero in the exponential law and positive in the power law. A wide range of stress fields can reveal that curvature. Trusting either law at low field takes more: long tests at lower fields, or independent evidence that the mechanism stays the same. The numerical output below lists the main values used here.

## Computed results

```
exponent n: 25
match field: 5.0 MV/cm; use field: 1.0 MV/cm
spacing: 20 nm
voltage at match, use: 10.0, 2.0 V
life at match field: 1000 s
gamma: 5.0000 cm/MV
power-law factor to 1 MV/cm: 2.980e+17
exponential factor to 1 MV/cm: 4.852e+08
log of lifetime ratio: 20.2359
LIFETIME RATIO power/exponential: 6.143e+08
log ratio from slope integral: 20.2359
power-law local slope at 1 MV/cm: 25.00 cm/MV
ratio from leading quadratic term only: 2.981e+03
power-law life at use: 2.980e+20 s = 9.44e+12 years
exponential life at use: 4.852e+11 s = 1.54e+04 years
laws differ by factor 2 at: 3.913 MV/cm
  lives there, exp and power: 2.29e+05, 4.58e+05 s
  the same in days: 2.65, 5.3 days
laws differ by factor 10 at: 3.149 MV/cm
  lives there, exp and power: 1.04e+07, 1.04e+08 s
  the same in days: 121, 1.21e+03 days
sqrt(E) law factor to 1 MV/cm: 1.008e+12
1/E law factor to 1 MV/cm: 2.688e+43
Weibull shape: 1.5; length ratio: 1000
allowed failed fraction: 1e-04
chip scaling factor: 2.155e-05
chip life, power law: 2.03e+08 years
chip life, exponential law: 0.331 years
10-year field, power: 1.960 MV/cm = 3.92 V
10-year field, exp: 0.318 MV/cm = 0.64 V
window fit 4.5-5.5 MV/cm, largest log misfit: 0.0641
window fit, lifetime ratio: 5.449e+08
ratio if n = 20: 1.073e+07
ratio if n = 30: 3.516e+10
spacing deviation: 0.6 nm
rematched gamma with variation: 4.821 cm/MV
ratio with spacing variation: 8.220e+08
stress, use temperature: 423.15, 378.15 K
activation energy at 5, 1 MV/cm: 0.50, 1.229 eV
common Arrhenius factor at 0.5 eV: 5.11
ratio if gamma goes as 1/T: 5.685e+07
  reduction of ratio: factor 10.80
field for 1 s life, power, exp: 6.59, 6.38 MV/cm
exponential life at zero field: 2.28e+06 years
  same for the chip: 49.2 years
```
